# Steady stress of a clamped amorphous film under ion hammering

To predict how an implanted amorphous film bends its wafer, one must decide what sets the film stress: the film's elastic modulus times the strain the beam has tried to produce, or the film's viscosity times the rate at which the beam goes on producing it. The two choices can differ greatly. For the silicon film treated below, at a fluence of \(10^{15}\) ions/cm\(^2\), the first gives a compression of 3200 MPa and the second, with the factor of 6 derived below, 120 MPa. The same decision enters when a viscosity is extracted from a measured stress, and there the numerical factor matters as well.

**The film and its strain rates**

Fast heavy ions make many amorphous solids contract along the beam and expand across it, a response called ion hammering. The beam also lets the solid flow under stress far below its ordinary softening temperature. Consider a uniform, isotropic film of thickness \(h\), with the beam along its normal \(z\). It is bonded to a substrate that does not stretch, and its width is much greater than \(h\), so that edges can be left out. Tension and extension are positive. The algebra is in atomic units: stress and elastic moduli are in hartree/bohr\(^3\), and viscosity, a stress times a time, is in \(\hbar\)/bohr\(^3\). No numerical factor below depends on this choice.

For small elastic strains, the total strain rate is the sum of an elastic part, a viscous part and the hammering rate \(D_{ij}\):

\[
\dot\varepsilon_{ij}=\dot\varepsilon^{\rm el}_{ij}+\frac{s_{ij}}{2\eta}+D_{ij},\qquad
s_{ij}=\sigma_{ij}-\tfrac13\delta_{ij}\,\sigma_{kk}. \tag{1}
\]

Here \(\eta\) is the shear viscosity under the beam, taken as independent of stress (Newtonian flow). The deviator \(s_{ij}\) appears because viscous flow conserves volume and so does not respond to pressure. The 2 follows from the definition of viscosity: in simple shear the stress is \(\eta\,\partial v_x/\partial z\), and the tensor strain rate \(\dot\varepsilon_{xz}\) is half of that velocity gradient.

Symmetry fixes the form of \(D\). Nothing distinguishes directions around the beam, so \(D\) is unchanged by rotation about \(z\). A half turn reverses the signs of \(D_{xz}\) and \(D_{yz}\), which must therefore vanish. A quarter turn exchanges \(D_{xx}\) with \(D_{yy}\) and reverses \(D_{xy}\), so the first two are equal and the third is zero. If hammering conserves volume, the trace vanishes too, and

\[
D=a\,\mathrm{diag}(1,1,-2),\qquad a>0. \tag{2}
\]

A film free of all stress has \(s=0\) and \(\dot\varepsilon^{\rm el}=0\), so by (1) it strains at the rate \(D\). Thus \(a\) is the free in-plane strain rate.

**The balance in the clamped film**

Bonding to the rigid substrate imposes

\[
\dot\varepsilon_{xx}=\dot\varepsilon_{yy}=0. \tag{3}
\]

Away from the edges the stress can vary with \(z\) alone. Force balance, \(\partial_j\sigma_{ij}=0\), then reduces to \(\partial_z\sigma_{iz}=0\). The top face carries no traction, so

\[
\sigma_{xz}=\sigma_{yz}=\sigma_{zz}=0 \tag{4}
\]

throughout the thickness. If the initial in-plane stress is the same in all directions, it stays so, and we write \(\sigma_{xx}=\sigma_{yy}=\sigma\). The trace is \(2\sigma\), and the deviator is

\[
s_{xx}=s_{yy}=\sigma-\tfrac23\sigma=\tfrac13\sigma,\qquad
s_{zz}=0-\tfrac23\sigma=-\tfrac23\sigma. \tag{5}
\]

With Young's modulus \(E\) and Poisson's ratio \(\nu\), Hooke's law gives

\[
\dot\varepsilon^{\rm el}_{xx}=\frac{\dot\sigma_{xx}-\nu(\dot\sigma_{yy}+\dot\sigma_{zz})}{E}
=\frac{\dot\sigma}{B},\qquad B=\frac{E}{1-\nu}, \tag{6}
\]

where \(B\) is the biaxial modulus. Putting (2), (3), (5) and (6) into the \(xx\) component of (1) gives

\[
0=\frac{\dot\sigma}{B}+\frac{\sigma}{6\eta}+a. \tag{7}
\]

In the steady state \(\dot\sigma=0\), and therefore

\[
\boxed{\;\sigma_\infty=-6\eta a\;} \tag{8}
\]

The minus sign denotes compression, of magnitude \(6\eta a\). The film tries to widen at the rate \(a\), the substrate forbids it, and compression grows until viscous flow shrinks the film in its plane at the same rate. The elastic modulus is absent because a constant stress produces no elastic strain rate.

The 6 is the product of the 2 in (1) and a 3 from (5): two thirds of an equal biaxial stress is pressure, which drives no flow, and one third is left. The factor therefore belongs to this constraint. Suppose that a strip is clamped along \(x\) but free along \(y\), so that \(\sigma_{yy}=0\). Then \(s_{xx}=\sigma_{xx}-\tfrac13\sigma_{xx}=\tfrac23\sigma_{xx}\), and the steady balance becomes

\[
\frac{\sigma_{xx}}{3\eta}+a=0\quad\Longrightarrow\quad\sigma_{xx}=-3\eta a. \tag{9}
\]

Releasing one direction halves the stress at the same \(\eta\) and \(a\). Releasing both removes it.

**Approach to the steady state**

Equation (7) can be written as \(\dot\sigma=-(\sigma-\sigma_\infty)/\tau\), whose solution is

\[
\sigma(t)=\sigma_\infty+[\sigma(0)-\sigma_\infty]\,e^{-t/\tau},\qquad \tau=\frac{6\eta}{B}. \tag{10}
\]

For a film that starts without stress, expansion at \(t\ll\tau\) gives

\[
\sigma(t)\simeq\sigma_\infty\frac{t}{\tau}=-6\eta a\,\frac{Bt}{6\eta}=-Bat. \tag{11}
\]

This is the elastic answer, modulus times suppressed strain. It holds early and fails once \(t\) is comparable with \(\tau\). One stress record from a stress-free start can thus supply both unknowns if \(B\) is known, the flow is Newtonian and the temperature stays constant: the initial slope gives \(a\), and the plateau then gives \(\eta=|\sigma_\infty|/(6a)\). Using the strip factor 3 for a film clamped in both directions would double the inferred viscosity at the same \(a\).

An initial stress, or a constant misfit such as a thermal strain present before the beam starts, is forgotten after several \(\tau\), because it enters (10) through \(\sigma(0)\). If the beam is switched off and flow stops, the stress reached at that moment remains, apart from any thermal stress added on cooling.

**Thickness and energy**

With \(\dot\sigma=0\), the \(zz\) component of (1) is

\[
\dot\varepsilon_{zz}=\frac{-2\sigma_\infty/3}{2\eta}+D_{zz}=2a+D_{zz}. \tag{12}
\]

For pure hammering \(D_{zz}=-2a\), and the thickness is constant. The film is then at rest although hammering and flow both continue. If steady swelling through the thickness changes \(D_{zz}\), the thickness changes at the rate \(2a+D_{zz}\), while the in-plane balance and (8) stand. Swelling that also acts in the plane must be counted in \(a\).

The power balance gives a separate view of this state. Contract (1) with \(\sigma_{ij}\). The left side vanishes, since each strain rate in it multiplies a zero stress or is itself zero. The elastic rate vanishes as well, and \(\sigma_{ij}s_{ij}=s_{ij}s_{ij}\) because \(s\) has no trace. Hence

\[
-\sigma_{ij}D_{ij}=\frac{s_{ij}s_{ij}}{2\eta}. \tag{13}
\]

The left side, the work hammering does against the stress per unit volume and time, is \(-2\sigma_\infty a=12\eta a^2\). The right side is

\[
\frac{\sigma_\infty^2}{2\eta}\left(\frac19+\frac19+\frac49\right)=\frac{\sigma_\infty^2}{3\eta}=12\eta a^2. \tag{14}
\]

Hammering supplies what flow dissipates. The clamps do no work because they do not move.

**Dependence on ion flux**

Let \(\phi\) be the ion flux. If each ion contributes independently, then \(a=A\phi\), with \(A\) the free strain per unit fluence, and the fluidity \(1/\eta\) is also proportional to \(\phi\), so that \(\eta=H/\phi\). Equations (8) and (10) become

\[
\sigma_\infty=-6AH,\qquad \phi\tau=\frac{6H}{B}. \tag{15}
\]

Flux then sets how fast the plateau is reached in time, but neither its height nor the fluence needed. This changes if the film also flows without the beam, with a viscosity \(\eta_{\rm th}\). If the two flow rates add, \(1/\eta=\phi/H+1/\eta_{\rm th}\), and

\[
\sigma_\infty=-\frac{6A\phi}{\phi/H+1/\eta_{\rm th}}
=-\frac{6AH}{1+H/(\phi\,\eta_{\rm th})}. \tag{16}
\]

For \(\phi\gg H/\eta_{\rm th}\) this returns to (15). For \(\phi\ll H/\eta_{\rm th}\) it tends to \(-6A\phi\,\eta_{\rm th}\), and the stress falls in proportion to the flux.

**Tilted beam**

Implanters often tilt the wafer. Let the beam axis be \(\mathbf n=(\sin\theta,0,\cos\theta)\), with \(a\) and \(\eta\) held fixed. Equation (2), written for a general axis, is \(D_{ij}=a(\delta_{ij}-3n_in_j)\), so

\[
D_{xx}=a(1-3\sin^2\theta),\quad D_{yy}=a,\quad D_{xz}=-3a\sin\theta\cos\theta. \tag{17}
\]

The two in-plane stresses now differ. With (4), their deviators are \(s_{xx}=(2\sigma_{xx}-\sigma_{yy})/3\) and \(s_{yy}=(2\sigma_{yy}-\sigma_{xx})/3\). The steady clamped conditions are

\[
\frac{2\sigma_{xx}-\sigma_{yy}}{3}=-2\eta D_{xx},\qquad
\frac{2\sigma_{yy}-\sigma_{xx}}{3}=-2\eta D_{yy}. \tag{18}
\]

Twice the first plus the second gives \(\sigma_{xx}=-2\eta(2D_{xx}+D_{yy})\); exchanging \(x\) and \(y\) gives \(\sigma_{yy}\). Inserting (17),

\[
\sigma_{xx}=-6\eta a(1-2\sin^2\theta),\qquad
\sigma_{yy}=-6\eta a\cos^2\theta. \tag{19}
\]

The stress along the tilt direction vanishes at \(45^\circ\) and is tensile beyond it. The film is no longer at rest: since \(\sigma_{xz}=0\), nothing opposes \(D_{xz}\), and the film shears steadily over its fixed base.

**A substrate that bends**

A real wafer yields a little. Let its thickness be \(h_s\gg h\) and its biaxial modulus \(B_s\). The film stress exerts a force \(\sigma h\) per unit width. Its reaction strains the wafer uniformly by \(-\sigma h/(B_sh_s)\). It also acts at a distance \(h_s/2\) from the mid-plane, giving a moment \(\sigma hh_s/2\) against a bending stiffness \(B_sh_s^3/12\). The bending strain at the film is

\[
-\frac{\sigma hh_s/2}{B_sh_s^3/12}\,\frac{h_s}{2}=-\frac{3\sigma h}{B_sh_s}. \tag{20}
\]

The total is \(-4\sigma h/(B_sh_s)\). Its time derivative replaces the zero on the left of (7):

\[
-\frac{4h}{B_sh_s}\dot\sigma=\frac{\dot\sigma}{B}+\frac{\sigma}{6\eta}+a. \tag{21}
\]

Collecting the terms in \(\dot\sigma\) multiplies \(\tau\) by \(1+4Bh/(B_sh_s)\). The steady stress is unchanged, because an elastic wafer under constant load stops deforming. A substrate that itself creeps would break this argument.

**An amorphous silicon film**

Take a 300 nm amorphous silicon film on a silicon wafer, under 4 MeV heavy ions at a flux of \(10^{11}\) ions/(cm\(^2\) s). The inputs are round values assumed for illustration, not measured for such a film: \(A=2\times10^{-17}\) cm\(^2\)/ion, \(H=10^{24}\) Pa ion/cm\(^2\), \(E=120\) GPa and \(\nu=0.25\). They give

\[
a=A\phi=2\times10^{-6}\ \mathrm{s^{-1}},\qquad
\eta=\frac{H}{\phi}=10^{13}\ \mathrm{Pa\,s}, \tag{22}
\]

\[
\sigma_\infty=-6(10^{13})(2\times10^{-6})\ \mathrm{Pa}=-120\ \mathrm{MPa}, \tag{23}
\]

or \(-7.5\times10^{-4}\) eV/Å\(^3\). The biaxial modulus is \(120/0.75=160\) GPa, so \(\tau=6\times10^{13}/(1.6\times10^{11})=375\) s, which corresponds to a fluence of \(3.75\times10^{13}\) ions/cm\(^2\). The elastic strain at the plateau is \(-120/160000=-7.5\times10^{-4}\), small as (1) requires.

At \(10^{15}\) ions/cm\(^2\) a free film would have strained by 0.02. Multiplying this by \(B\) gives the 3200 MPa of the opening paragraph. By then 27 relaxation times have passed, and the elastic estimate is too large by that same factor.

As a test, the full tensor law (1) was integrated in time with these values, solving for the unclamped strain rates at each instant instead of assuming (7). Starting from zero stress it gave \(-75.9\) MPa at \(\tau\), \(-114\) MPa at \(3\tau\) and \(-120\) MPa at \(30\tau\), in agreement with (10). A start from 200 MPa of tension also followed (10) to the same plateau. With one direction clamped, the integration gave \(-60\) MPa, as (9) requires.

The dissipated power is \(12\eta a^2=480\) W/m\(^3\). Multiplied by the thickness and divided by the flux, it is 0.90 eV per ion. An ion losing 3000 eV/nm deposits about \(9\times10^5\) eV in the film, so the mechanical work is about a millionth of the energy supplied.

**How far the model can be trusted here**

Two effects are small for these numbers. A tilt of \(7^\circ\) changes the stress to \(-116\) MPa along the tilt direction and \(-118\) MPa across it. Elastic stretching and bending together, for a 500 µm wafer with \(B_s=180\) GPa, slow the approach by 0.21 %.

Variation with depth matters more. In a clamped film (7) holds separately at each depth, so \(\sigma_\infty(z)=-6\eta(z)a(z)\). At the back of the film the ion energy has fallen to 3.1 MeV. Suppose that \(a\) follows the ion speed, and that the fluidity rises linearly by 15 % from front to back. The stress there is

\[
-120\,\frac{\sqrt{3.1/4}}{1.15}\ \mathrm{MPa}\approx-92\ \mathrm{MPa}, \tag{24}
\]

and the depth average is \(-105\) MPa. A calculation with 24 film layers on a bending elastic wafer reproduced this local balance.

Flow may also depart from Newton's law. In the Eyring model the fluidity is multiplied by \(\sinh x/x\), where \(x=qV/(2k_BT)\), \(V\) is a flow volume and \(q=\sqrt{s_{ij}s_{ij}/2}=|\sigma|/\sqrt3\) by (5). The steady balance becomes \(|\sigma|\sinh x/x=6\eta a\), with \(\eta\) the low-stress viscosity. Let \(x_0\) be the value of \(x\) at \(|\sigma|=6\eta a\). Since \(x/|\sigma|=x_0/(6\eta a)\), the balance reads \(\sinh x=x_0\), and

\[
|\sigma|=6\eta a\,\frac{\operatorname{arsinh}x_0}{x_0}. \tag{25}
\]

For an assumed \(V=200\) Å\(^3\), the compression is 92 MPa if \(T\) is the ambient 300 K, and 118 MPa if it is an assumed spike temperature of 1500 K. Which temperature governs the flow is not settled by this model, so the correction lies anywhere from small to about a quarter for this volume.

The beam delivers 641 W/m\(^2\). If the wafer lost heat by radiation alone, from two faces of emissivity 0.5 to surroundings at 300 K, it would warm by 73 K; contact with a cooled stage would reduce this. Should \(a\) fall linearly with temperature and vanish at 1400 K, the warming would lower it by \(73/1100\), or 7 %, and the stress by as much at fixed \(\eta\). Cooling after the beam is off adds a thermal stress of magnitude \(B\,|\Delta\alpha|\,\Delta T\approx12\) MPa for an expansion mismatch \(|\Delta\alpha|=10^{-6}\) K\(^{-1}\). Its sign is that of the film's expansion coefficient minus the wafer's. The warming also disturbs the start of the record. With a heat capacity of about 830 J/(m\(^2\) K) the wafer first warms at \(641/830\approx0.8\) K/s, which changes the stress at the rate \(B\,|\Delta\alpha|\,\dot T\approx0.12\) MPa/s, against \(Ba=0.32\) MPa/s. A value of \(a\) read from the initial slope would then be wrong by nearly 40 %, although this misfit leaves the plateau unchanged.

In a real implant, the wafer below the film is unlikely to stay inert: for ions such as Xe or Au, a nuclear energy loss of order 1000 eV/nm displaces each atom there a few times over by \(10^{15}\) ions/cm\(^2\). If the loss rate stayed constant, the ion range would be about 1300 nm, 4.4 times the film thickness, and heavy ions can amorphize crystalline silicon. If the wafer became amorphous to that depth and carried the same stress, the force bending it would be 4.4 times that of the film alone. Curvature would then greatly overstate the film stress, although (8) could still hold within the film. Surface stress enters the same measurement: 1 N/m spread over 300 nm looks like 3.3 MPa. The inputs \(A\) and \(H\) are themselves assumed and could be wrong by much more than a factor of two; the predicted stress is proportional to each. That amorphous silicon hammers at all at this energy loss is also an assumption. The 120 MPa therefore illustrates the balance for these assumed inputs; it is not a measured property of amorphous silicon. The numerical output below lists the inputs and the size of each correction.

## Computed results

```
INPUTS (round, rough)
ion flux: 1e+11 ions/(cm^2 s)
free in-plane strain per fluence: 2e-17 cm^2/ion
viscosity times flux: 1e+24 Pa ion/cm^2
film Young modulus: 120 GPa
film Poisson ratio: 0.25
film thickness: 300 nm
wafer thickness: 5e+05 nm
wafer biaxial modulus: 180 GPa
ion energy: 4e+06 eV
ion energy loss: 3000 eV/nm
ambient temperature: 300 K
MAIN RESULTS
free in-plane strain rate a: 2e-06 1/s
viscosity eta: 1e+13 Pa s
film biaxial modulus: 160 GPa
steady stress, formula: -120 MPa
steady stress, tensor integration: -120 MPa
steady stress, converted: -0.000749 eV/A^3
relaxation time tau: 375 s
relaxation fluence: 3.75e+13 ions/cm^2
stress at tau, integration: -75.85 MPa
stress at 3 tau, integration: -114 MPa
steady elastic in-plane strain: -0.00075
stress with one direction clamped: -60 MPa
comparison fluence: 1e+15 ions/cm^2
free strain at that fluence: 0.02
elastic stress there without flow: -3200 MPa
energy dissipated in film per ion: 0.8988 eV
NEGLECTED EFFECTS
7 deg tilt, stress along tilt: -116.4 MPa
7 deg tilt, stress across tilt: -118.2 MPa
slowing by wafer bending: 0.214 %
assumed fluidity rise to film back: 15 %
stress at film back: -91.86 MPa
depth-averaged stress: -105.4 MPa
assumed emissivity of each face: 0.5
beam power density: 640.9 W/m^2
heating, radiation cooling only: 73.2 K
assumed thermal expansion mismatch: 1e-06 1/K
thermal stress size on cooling: 11.7 MPa
assumed temperature where a vanishes: 1400 K
fall of a by heating, linear law: 6.7 %
assumed Eyring flow volume: 200 A^3
Eyring stress at ambient: -92.32 MPa
assumed spike temperature: 1500 K
Eyring stress at spike temperature: -117.9 MPa
assumed surface stress: 1 N/m
its apparent film stress: 3.33 MPa
ion range, energy over loss: 1333 nm
ion range over film thickness: 4.44
```
